Half-width of the diffusive Hanle curve at zero injector–detector separation

**Question**

I am working on an exercise about Hanle dephasing in a nonlocal spin device. Spins are injected into a thin metallic strip, diffuse along it, and precess in a perpendicular magnetic field. The detector sits at the same position as the injector. I am supposed to show that the signal falls to half its zero-field value at ωτ = 2.54, where ω is the precession frequency and τ the spin lifetime, whereas a Lorentzian would halve at ωτ = 1.

My attempt gives the Lorentzian. A spin survives for a time t with probability exp(−t/τ), so I averaged cos ωt over the distribution exp(−t/τ)/τ and found 1/(1 + ω²τ²). With no distance between the contacts I see no transit time that could change this. Where does diffusion enter, and how does 2.54 come out? Does the difference matter if I want to read τ from a measured half-width?

**Answer**

Your average counts every surviving spin equally, wherever it is. A narrow detector counts only the spins that are underneath it, and an old spin has probably diffused away. This changes the age distribution even when the contacts coincide.

**The model**

Let z run along the strip, with both contacts at z = 0. The strip is long and thin, and the contacts are much narrower than the spin diffusion length λ = √(Dτ), where D is the diffusion constant. Relaxation is isotropic, there is no drift, and the contacts do not absorb spin. Their magnetisations lie in the plane, and the field B is perpendicular to it, so that

ω = gμ_B B/ħ, x = ωτ.

The signal S is half the difference between the detector readings for parallel and antiparallel contacts. A spin-independent background cancels in this difference, and S tends to zero at high field.

**The age distribution at the detector**

A spin injected at z = 0 has, after a time t, the probability density

p(0,t) = 1/√(4πDt)

of being at z = 0 again. It has kept its polarisation with weight exp(−t/τ), and its projection on the detector axis is cos ωt. Under steady injection, spins of all ages are present together, so

S(ω) = C ∫₀^∞ dt exp(−t/τ) cos(ωt)/√(4πDt),

where C contains the injection rate and the detector sensitivity. The factor 1/√t is what your average lacks.

**Doing the integral**

Write exp(−t/τ) cos ωt = Re exp(−at), with a = (1 + ix)/τ. For real positive a, the substitution t = y² gives

∫₀^∞ t^(−1/2) exp(−at) dt = 2∫₀^∞ exp(−ay²) dy = √(π/a).

Both sides are analytic for Re a > 0, so the result holds for our complex a, with the square root that is positive on the positive real axis. Therefore

S(ω) = C/√(4πD) · √π · Re a^(−1/2) = (C/2)√(τ/D) Re (1 + ix)^(−1/2).

Dividing by S(0) = (C/2)√(τ/D) leaves

f(x) = S(ω)/S(0) = Re (1 + ix)^(−1/2).

To take the real part, write 1 + ix = u exp(iφ), with u = √(1 + x²) and cos φ = 1/u. Then f = u^(−1/2) cos(φ/2). Since cos²(φ/2) = (1 + cos φ)/2,

f² = (1/u)(1 + 1/u)/2 = (u + 1)/(2u²) = 1/(2u) + 1/(2u²).

Both terms decrease as u grows, and φ/2 stays below π/4, so f is positive and falls steadily with field. It passes through 1/2 once.

**The halving point**

Set f² = 1/4 and multiply by 4u²:

2(u + 1) = u², or u² − 2u − 2 = 0.

The roots are u = 1 ± √3. Because u ≥ 1, only u = 1 + √3 is allowed. Then

x² = u² − 1 = (1 + 2√3 + 3) − 1 = 3 + 2√3 ≈ 6.464,

ωτ = √(3 + 2√3) ≈ 2.54.

For your distribution the corresponding integral is

∫₀^∞ (dt/τ) exp(−t/τ) cos ωt = Re 1/(1 + ix) = 1/(1 + x²),

which equals 1/2 at x = 1. At that field the diffusive signal is still 0.777. At x = 2.54, where the diffusive signal has halved, the Lorentzian is down to 0.134.

**The same result from the diffusion equation**

The steady state can also be found without following individual ages, and this form will be useful for real contacts. Combine the two in-plane spin components into σ = S_x + iS_y. The sense of rotation does not affect the detected component, so choose precession to contribute −iωσ to dσ/dt. With injection rate I at z = 0,

D σ″ − σ/τ − iωσ + I δ(z) = 0.

Away from the source, σ = A exp(−k|z|), with

k² = (1 + ix)/(Dτ), so k = s/λ, s = √(1 + ix), Re s > 0.

Integrating across z = 0 gives D[σ′(0⁺) − σ′(0⁻)] = −I. The slopes are −kA and +kA, so 2DkA = I and

A = Iλ/(2Ds).

The detected part is Re A, proportional to Re(1/s), as before. A numerical solution of the two-component equation, on a grid of spacing 0.01λ reaching 12λ to each side, gives a normalised signal of 0.49999 at x = 2.5425.

**Why the curve is so much broader**

The detected ages have the weight t^(−1/2) exp(−t/τ). Their moments are ratios of Gamma functions:

⟨t⟩/τ = Γ(3/2)/Γ(1/2) = 1/2,

⟨t²⟩/τ² = Γ(5/2)/Γ(1/2) = 3/4.

For the exponential distribution the same moments are 1 and 2. The detected spins are younger, so they need a faster precession to dephase. Expanding the cosine at low field gives 1 − x²⟨t²⟩/(2τ²), hence

diffusive: f ≈ 1 − 3x²/8; Lorentzian: 1 − x².

Halving the mean age would by itself stretch the field axis by 2, and matching the low-field curvatures would stretch it by √(8/3) ≈ 1.63. Neither gives 2.54, because the two curves differ in shape as well as in scale.

The shape difference is plainest at high field. There u ≈ x and f² ≈ 1/(2x), so

f ≈ 1/√(2x),

while the Lorentzian falls as 1/x². The slow tail comes from the many very young spins, which have had no time to turn. At x = 10 the diffusive signal is 0.234 and the Lorentzian 0.0099.

This tail matters when you define "half". Suppose a field sweep stops at x = 10 and the value there is taken as the zero line. The apparent halving then occurs at f = (1 + 0.234)/2 = 0.617. Inserting this in 2f²u² − u − 1 = 0 gives u ≈ 1.98 and x ≈ 1.7. The value 2.54 therefore requires the true zero line, which the parallel–antiparallel difference supplies.

**When your Lorentzian is right**

Let both contacts have the same width w and cover the same stretch of the strip, with uniform injection and uniform detection. The point response exp(−k|z − z′|)/(2Dk) must then be averaged over z and z′. Two random points in an interval of width w are a distance r apart with density 2(w − r)/w². With q = kw and ρ = r/w, the average of the exponential is

F(q) = 2∫₀¹ (1 − ρ) exp(−qρ) dρ.

The two parts are

∫₀¹ exp(−qρ) dρ = (1 − e^(−q))/q,

∫₀¹ ρ exp(−qρ) dρ = (1 − e^(−q))/q² − e^(−q)/q.

Subtracting the second from the first gives

F(q) = 2(q − 1 + e^(−q))/q²,

and the signal is proportional to Re[F(sw/λ)/s].

For w ≪ λ, F tends to 1 and the diffusive law returns. For w ≫ λ, F tends to 2λ/(sw), so the signal becomes proportional to

Re(1/s²) = Re 1/(1 + ix) = 1/(1 + x²).

Most spins now live and die under the detector, and all ages count equally, as you assumed. The halving point moves from one law to the other:

w/λ = 0.1: x = 2.40
w/λ = 1: x = 1.715
w/λ = 10: x = 1.06
w/λ = 100: x = 1.006

**Numbers for an aluminium strip**

Take D = 40 cm²/s and τ = 100 ps as rough values for an aluminium film at 4.2 K, with g = 2. Then

λ = √(40 cm²/s × 100 ps) = 632 nm.

The field at which ωτ = 1 is ħ/(gμ_Bτ) = 56.9 mT. The ideal diffusive signal halves at

B = 2.5425 × 56.9 mT ≈ 145 mT (0.145 T).

If you read this half-width as that of a Lorentzian, you set ωτ = 1 at 145 mT and obtain

τ_read = 100 ps/2.5425 = 39 ps,

which is too short by the factor 2.54.

**How far a real device moves the number**

Let the strip be 100 nm wide and 50 nm thick. Cobalt tunnel contacts, each 100 nm long along the strip and 1000 Ω in resistance, lie directly below and above it and span its width. In each estimate below, the effects not named are left out.

*Contact width.* For small q, F(q) ≈ 1 − q/3, so the response is approximately Re(1/s) − w/(3λ). A field-independent piece is subtracted, and the remainder halves earlier. The full formula gives x = 2.33.

*Strip thickness.* Spins must also cross the thickness d. With no spin flux through the faces, the transverse modes are cos(nπy/d), and each has the decay constant κₙ = √(k² + (nπ/d)²). Between opposite faces, mode n enters with the factor 2(−1)ⁿ, so the response is

Re[F(kw)/k + 2 Σₙ (−1)ⁿ F(κₙw)/κₙ], n = 1, 2, …

The sum is negative and nearly independent of field, because π/d is much larger than |k|. Width and thickness together give x = 2.28, or about 130 mT, which is 10% below the ideal value.

*Misalignment.* For point contacts a distance L apart, the diffusion solution gives Re[exp(−sL/λ)/s] ≈ Re(1/s) − L/λ for small L. With L = 50 nm the halving point is x = 2.23, which is 12% below the ideal value. For contacts 100 nm wide the same offset does less, moving the halving point from 2.33 to 2.22. "Zero separation" is thus a demanding condition: the youngest spins produce the broad curve, and a short transit removes them.

*Leakage into the contacts.* If the contacts absorb spin, the balance at z = 0 changes 1/s to 1/(s + η). Here η is the total contact conductance divided by the spin conductance of the two strip arms, assuming that the tunnel contacts absorb all spin directions equally. A free-electron estimate gives a resistivity of 6.7 μΩ cm and a spin resistance of 8.5 Ω per arm. With two contacts and two arms,

η = (2/1000 Ω)/(2/8.5 Ω) = 0.0085.

The halving point rises slightly, to x = 2.57, because spins that would have been detected later are removed.

*Tilt of the magnetisations.* The field pulls them out of the plane by an angle θ. For a flat film with shape anisotropy alone, the energy per volume is −MB sin θ + μ₀M² sin²θ/2, which is lowest at sin θ = B/B_sat, with B_sat = μ₀M. The in-plane part of the injected spin precesses and the perpendicular part does not. The parallel and antiparallel signals are therefore ±cos²θ f + sin²θ, and half their difference is

[1 − (B/B_sat)²] f.

With B_sat = 1.8 T, a rough value for an extended cobalt film, this gives x = 2.51. A contact only 100 nm wide tilts more easily, because B_sat is then μ₀M times the difference between the perpendicular and easy-axis demagnetising factors. For a long, uniformly magnetised bar 30 nm thick this is about 1.3 T, which gives x ≈ 2.49.

*Stray fields.* All these estimates assume that the contacts produce no field in the strip. For cobalt electrodes magnetised along their length and running far beyond the strip edges, this holds only while the magnetisation stays in the plane. Once the applied field tilts it, the perpendicular component produces a field of its own. For two straight bars 100 nm wide and 30 nm thick with B_sat ≈ 1.3 T, this adds about 0.3 B under the contacts (about 40 mT near the half-width) and subtracts up to about 0.1 B beside them. With contact width and tilt included, it lowers the halving point from about 2.29 to about 2.23. Uniformly magnetised contacts 30 nm thick that ended at the edges would, in the parallel state, put a field of order 0.2 T into the aluminium between them. That is larger than the 57 mT scale of the Hanle curve and is not contained in the formulas above. It lies along the injected spin and hinders precession under the contacts. With the field averaged over the cross-section and tilt left out, the halving point of the parallel–antiparallel difference moves from 2.33 to about 2.4.

Three further assumptions, on drift, diffusive motion and orbital bending, can be checked for this example. At 100 μA the drift length during τ is 1.1 × 10⁻⁴ λ. The mean free path is about 6 nm, well below the thickness, so motion is diffusive. An electron turns by only 7 × 10⁻⁵ rad on its cyclotron orbit between collisions. These sizes rest on the free-electron estimate, which ignores the real band structure.

**What to do with a measured curve**

If injector and detector lie side by side along the strip, the zero-separation assumption fails. The curve of such a device should be compared with the finite-L expression, including the contact widths, and not with the number 2.54. For the aligned device above, the width and thickness correction means that the ideal factor would overestimate τ by 2.54/2.28 − 1, or about 11% of the true value. Adding the separate shifts from leakage, from the tilt of the contacts and from the stray field of that tilt brings the halving point to roughly 2.2 and the overestimate to roughly 15%. The Lorentzian reading would give less than half of it. The Lorentzian becomes a fair description when coincident contacts are many diffusion lengths wide: at w = 10λ its half-width reading is off by about 6%.

The remaining digits are in the numerical output below.

Numbers as computed

```
u at half signal, 1+sqrt(3): 2.7321
omega*tau at half signal, formula: 2.5425
omega*tau at half signal, age integral: 2.5425
signal there from Bloch-diffusion grid: 0.49999
omega*tau at half signal, Lorentzian: 1.0000
mean age / tau: 0.5000
mean square age / tau^2: 0.7500
low-field coefficient of x^2: 0.3750
grid signal times sqrt(2x) at x=200: 1.0000
x=1.000: diffusive 0.7769, Lorentzian 0.5000
x=2.542: diffusive 0.5000, Lorentzian 0.1340
x=5.000: diffusive 0.3425, Lorentzian 0.0385
x=10.000: diffusive 0.2339, Lorentzian 0.0099
contact width/lam=0.1: half signal at x=2.400
contact width/lam=1: half signal at x=1.715
contact width/lam=10: half signal at x=1.063
contact width/lam=100: half signal at x=1.006
Aluminium example, rough typical inputs
D: 40 cm2/s
tau: 100 ps
g factor: 2
temperature: 4.2 K
strip width: 100 nm
strip thickness: 50 nm
contact width: 100 nm
misalignment considered: 50 nm
resistance of each contact: 1000 ohm
current: 100 uA
contact saturation field: 1.8 T
lattice constant: 0.405 nm
spin diffusion length: 632 nm
field for omega*tau=1: 56.9 mT
half-signal field, diffusive: 144.6 mT
lifetime misread as Lorentzian: 39.3 ps
Half-signal omega*tau with one neglected effect restored
contact width: 2.328
contact width and strip thickness: 2.284
misalignment, point contacts: 2.229
spin leakage into contacts: 2.571
tilt of contact magnetisation: 2.513
Sizes from the free-electron estimate
electron density: 1.81e+23 cm^-3
Fermi energy: 11.7 eV
resistivity: 6.7 uohm cm
channel spin resistance: 8.5 ohm
leakage ratio eta: 0.0085
mean free path: 5.9 nm
drift length in tau / lam: 1.1e-04
cyclotron angle between collisions: 7.4e-05 rad
thermal energy / Fermi energy: 3.1e-05
```
